# Recovering fcc d-Band Hopping Integrals from Levels at Gamma and X

## Problem

An fcc crystal with cubic lattice constant $a$ has one atom per primitive cell and five orthonormal real d orbitals per atom. All five share one onsite energy $E_0$. Hopping is restricted to the 12 nearest neighbours and is described in the two-centre approximation by the integrals $V_\sigma=(dd\sigma)$, $V_\pi=(dd\pi)$ and $V_\delta=(dd\delta)$. Spin-orbit coupling is absent. Four levels are known, labelled by orbital character:

- $A$: the $t_{2g}$ level ($xy,yz,zx$) at $\Gamma$;
- $B$: the $e_g$ level ($x^2-y^2$, $3z^2-r^2$) at $\Gamma$;
- $C$: the $xy$ level at $X=(0,0,2\pi/a)$;
- $D$: the $xz/yz$ level at the same $X$.

(a) Express the four levels through the four parameters.

(b) Decide whether the levels fix the parameters uniquely and, if so, solve for them.

(c) Predict the two d levels at $X$ that were not used.

(d) Evaluate the results for $A=-3.6$, $B=-2.8$, $C=-4.7$, $D=-2.0$ eV, measured from the Fermi level. These are rough inputs of the size found in copper's d bands. Find the effect of an independent error of 0.1 eV in each level.

(e) Find what the inversion returns if second neighbours also contribute, and how a fifth level reveals them.

(f) Examine the effects of s and p orbitals and of spin-orbit coupling.

## Solution

### (a) From one bond to the four levels

**Energies of one bond.** Let $\phi_i(\mathbf r)$ be an orbital at the origin. The hopping matrix for a neighbour at $\mathbf R$ is $t_{ij}(\mathbf R)=\langle\phi_i(\mathbf r)|H|\phi_j(\mathbf r-\mathbf R)\rangle$. In the two-centre approximation the potential is symmetric about the bond. With orthogonal coordinates $u,v,w$, where $w$ runs along the bond, the matrix is therefore diagonal in the following functions, written without their common radial and normalization factor:

- $\tfrac12(2w^2-u^2-v^2)$, with energy $V_\sigma$;
- $\sqrt3\,uw$ and $\sqrt3\,vw$, with energy $V_\pi$;
- $\sqrt3\,uv$ and $\tfrac{\sqrt3}{2}(u^2-v^2)$, with energy $V_\delta$.

The diagonal hopping element of a crystal orbital is the sum of its squared components times these energies.

Take the bond along $(1,1,0)$, with $x=(w-v)/\sqrt2$, $y=(w+v)/\sqrt2$, $z=u$. Then

$$\sqrt3\,xy=\tfrac{\sqrt3}{2}(w^2-v^2)
=\tfrac{\sqrt3}{2}\cdot\tfrac12(2w^2-u^2-v^2)+\tfrac12\cdot\tfrac{\sqrt3}{2}(u^2-v^2).$$

The squared components are $3/4$ and $1/4$, so the $xy$ element is $\tfrac34V_\sigma+\tfrac14V_\delta$. Next, $\tfrac{\sqrt3}{2}(x^2-y^2)=-\sqrt3\,vw$, whose element is $V_\pi$. Finally,

$$\tfrac12(3z^2-r^2)=\tfrac12(2u^2-v^2-w^2)
=-\tfrac12\cdot\tfrac12(2w^2-u^2-v^2)+\tfrac{\sqrt3}{2}\cdot\tfrac{\sqrt3}{2}(u^2-v^2),$$

which gives $\tfrac14V_\sigma+\tfrac34V_\delta$.

Now take the bond along $(1,0,1)$, with $x=(w-v)/\sqrt2$, $z=(w+v)/\sqrt2$, $y=u$. Then

$$\sqrt3\,xy=\tfrac{1}{\sqrt2}\left(\sqrt3\,uw-\sqrt3\,uv\right),$$

so the $xy$ element is $\tfrac12V_\pi+\tfrac12V_\delta$. This gives a rule for all $t_{2g}$ orbitals: an orbital lying in the coordinate plane of the bond has $\tfrac34V_\sigma+\tfrac14V_\delta$, and the other two have $\tfrac12V_\pi+\tfrac12V_\delta$.

For the $e_g$ orbitals on this bond, rename the axes in the $(1,1,0)$ result. The function $\tfrac12(3y^2-r^2)$ has energy $\tfrac14V_\sigma+\tfrac34V_\delta$, and $\tfrac{\sqrt3}{2}(z^2-x^2)$ has energy $V_\pi$. They do not couple, because the first contains $\sigma$ and $\delta$ components and the second a $\pi$ component. Comparing coefficients of $x^2,y^2,z^2$ gives

$$\tfrac{\sqrt3}{2}(x^2-y^2)=-\tfrac{\sqrt3}{2}\cdot\tfrac12(3y^2-r^2)-\tfrac12\cdot\tfrac{\sqrt3}{2}(z^2-x^2),$$

$$\tfrac12(3z^2-r^2)=-\tfrac12\cdot\tfrac12(3y^2-r^2)+\tfrac{\sqrt3}{2}\cdot\tfrac{\sqrt3}{2}(z^2-x^2).$$

The two elements are therefore

$$x^2-y^2:\quad \tfrac34\left(\tfrac14V_\sigma+\tfrac34V_\delta\right)+\tfrac14V_\pi=\tfrac{3}{16}V_\sigma+\tfrac14V_\pi+\tfrac{9}{16}V_\delta,$$

$$3z^2-r^2:\quad \tfrac14\left(\tfrac14V_\sigma+\tfrac34V_\delta\right)+\tfrac34V_\pi=\tfrac1{16}V_\sigma+\tfrac34V_\pi+\tfrac3{16}V_\delta.$$

Exchanging $x$ and $y$ changes these two orbitals by a sign at most, so the same values hold for $(0,1,1)$. Reversing the sign of a coordinate also leaves all diagonal elements unchanged. Each of the three classes of bonds thus has four equivalent members.

**Bloch sums.** The matrix to diagonalize is $H_{ij}(\mathbf k)=E_0\delta_{ij}+\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}t_{ij}(\mathbf R)$. At $\Gamma$ all phases are $+1$. At $X$ the phase is $e^{2\pi iR_z/a}$. It equals $+1$ for the four bonds in the $xy$ plane, where $R_z=0$, and $-1$ for the other eight, where $R_z=\pm a/2$.

At both points the sum is unchanged by reversing any one coordinate and by exchanging $x$ and $y$. The functions $xy$, $yz$, $zx$ and the $e_g$ pair have different parities under the reversals. The two $e_g$ functions differ under the exchange. All off-diagonal sums therefore vanish, and each cubic orbital is an eigenstate. The exchange also makes $xz$ and $yz$ degenerate at $X$.

At $\Gamma$, the $xy$ and $x^2-y^2$ elements give

$$A=E_0+4\left(\tfrac34V_\sigma+\tfrac14V_\delta\right)+8\left(\tfrac12V_\pi+\tfrac12V_\delta\right)=E_0+3V_\sigma+4V_\pi+5V_\delta,$$

$$B=E_0+4V_\pi+8\left(\tfrac3{16}V_\sigma+\tfrac14V_\pi+\tfrac9{16}V_\delta\right)=E_0+\tfrac32V_\sigma+6V_\pi+\tfrac92V_\delta.$$

At $X$ the second term of the $xy$ sum changes sign:

$$C=E_0+3V_\sigma+V_\delta-4V_\pi-4V_\delta=E_0+3V_\sigma-4V_\pi-3V_\delta.$$

For $zx$, the class in the $xy$ plane contributes $+(2V_\pi+2V_\delta)$, the class in the $zx$ plane $-(3V_\sigma+V_\delta)$, and the class in the $yz$ plane $-(2V_\pi+2V_\delta)$. The first and last cancel:

$$D=E_0-3V_\sigma-V_\delta.$$

### (b) The inversion

Two combinations separate at once. Subtracting $C$ from $A$ gives

$$Q\equiv V_\pi+V_\delta=\frac{A-C}{8}.$$

Adding them gives $(A+C)/2=E_0+S$, with $S\equiv3V_\sigma+V_\delta$, while $D=E_0-S$. The sum and difference of these relations yield

$$E_0=\frac{A+C+2D}{4},\qquad S=\frac{A+C-2D}{4}.$$

The remaining level separates $V_\delta$ from $Q$ and $S$. Since $\tfrac12S+6Q=\tfrac32V_\sigma+6V_\pi+\tfrac{13}2V_\delta$, the equation for $B$ becomes

$$B=E_0+\tfrac12S+6Q-2V_\delta.$$

Therefore

$$2V_\delta=\frac{A+C+2D}{4}+\frac{A+C-2D}{8}+\frac{3(A-C)}{4}-B
=\frac{9A-8B-3C+2D}{8}.$$

With $V_\pi=Q-V_\delta$ and $V_\sigma=(S-V_\delta)/3$, the complete solution is

$$\boxed{\begin{aligned}
E_0&=\frac{A+C+2D}{4}, & V_\sigma&=\frac{-5A+8B+7C-10D}{48},\\
V_\pi&=\frac{-7A+8B+C-2D}{16}, & V_\delta&=\frac{9A-8B-3C+2D}{16}.
\end{aligned}}$$

Each step determines one quantity without a free choice, so the solution is unique. A common shift of all levels changes $E_0$ by that shift and leaves the integrals unchanged, because their coefficients sum to zero.

A limiting case shows the roles of the levels. If $V_\pi=V_\delta=0$, then $A=C=E_0+3V_\sigma$, $B=E_0+\tfrac32V_\sigma$ and $D=E_0-3V_\sigma$. Inserting these gives $(-15+12+21+30)V_\sigma/48=V_\sigma$, and the other two integrals vanish. The equality $A=C$ has a simple origin: the $\sigma$ part of $xy$ hopping stays within the $xy$ plane and acquires no phase between $\Gamma$ and this $X$. The difference $A-C$ measures hopping out of that plane, which involves $V_\pi+V_\delta$.

The labels matter. At the equivalent point $(2\pi/a,0,0)$ the isolated $t_{2g}$ level belongs to $yz$, and the degenerate pair is $xy/zx$.

### (c) The two unused levels at X

Reversing the out-of-plane contributions in the $e_g$ sums gives

$$E_X(x^2-y^2)=E_0+4V_\pi-\left(\tfrac32V_\sigma+2V_\pi+\tfrac92V_\delta\right)
=E_0-\tfrac32V_\sigma+2V_\pi-\tfrac92V_\delta.$$

Now $B-A=-\tfrac32V_\sigma+2V_\pi-\tfrac12V_\delta$. Adding three times this difference to $C$ reproduces the right-hand side, so

$$E_X(x^2-y^2)=C+3(B-A).$$

For the other orbital,

$$E_X(3z^2-r^2)=E_0+(V_\sigma+3V_\delta)-\left(\tfrac12V_\sigma+6V_\pi+\tfrac32V_\delta\right)
=E_0+\tfrac12V_\sigma-6V_\pi+\tfrac32V_\delta.$$

Substituting the solution and using the common denominator 96, the coefficients of $A,B,C,D$ add to $352,-352,-32,128$. Hence

$$E_X(3z^2-r^2)=\frac{11(A-B)-C+4D}{3}.$$

### (d) Numbers and their reliability

For the given levels,

$$E_0=\frac{-3.6-4.7-4.0}{4}=-3.075\ \text{eV},$$

$$V_\sigma=\frac{18.0-22.4-32.9+20.0}{48}=-0.360\ \text{eV},$$

$$V_\pi=\frac{25.2-22.4-4.7+4.0}{16}=0.131\ \text{eV},$$

$$V_\delta=\frac{-32.4+22.4+14.1-4.0}{16}=0.006\ \text{eV}.$$

Diagonalizing the Bloch matrices with the unrounded values returns the four inputs with a largest misfit of $9\times10^{-16}$ eV. This confirms the algebra, but says nothing about the adequacy of the model. The predictions are $E_X(x^2-y^2)=-4.7+3(0.8)=-2.30$ eV and $E_X(3z^2-r^2)=(-8.8+4.7-8.0)/3=-4.03$ eV.

Independent level errors of standard deviation $\epsilon$ add in quadrature. For $V_\delta$, for example,

$$\Delta V_\delta=\frac{\epsilon}{16}\sqrt{9^2+8^2+3^2+2^2}.$$

With $\epsilon=0.1$ eV the errors are 0.061 eV for $E_0$, 0.032 eV for $V_\sigma$, 0.068 eV for $V_\pi$ and 0.079 eV for $V_\delta$. Thus $V_\sigma$ is well determined, $V_\pi$ is uncertain by about half its value, and even the sign of $V_\delta$ is undetermined. The sum $V_\pi+V_\delta=(A-C)/8$ is much safer: its error is $\sqrt2\,\epsilon/8$. The errors of the two integrals therefore largely cancel in their sum. The predicted levels at $X$ have large coefficients and inherit larger errors: 0.44 eV for $x^2-y^2$ and 0.54 eV for $3z^2-r^2$.

### (e) Second neighbours

The six second neighbours lie at $(\pm a,0,0)$, $(0,\pm a,0)$ and $(0,0,\pm a)$. Let their integrals be $W_\sigma,W_\pi,W_\delta$. An $xy$ orbital forms $\pi$ bonds along $x$ and $y$ and $\delta$ bonds along $z$, so its level shifts by

$$t=4W_\pi+2W_\delta.$$

For $3z^2-r^2$, the two bonds along $z$ give $2W_\sigma$. On a bond perpendicular to $z$ the squared components are $1/4$ and $3/4$, as found for the $(1,1,0)$ bond, so the other four give $W_\sigma+3W_\delta$. The $e_g$ shift is

$$e=3W_\sigma+3W_\delta,$$

and cubic symmetry gives the same value for $x^2-y^2$.

At $X$ the phases are $e^{2\pi iR_z/a}=1$, since $R_z=0$ or $\pm a$. Second neighbours consequently act identically at $\Gamma$ and $X$, just as separate onsite energies for $t_{2g}$ and $e_g$ would. No set of levels at these two points can distinguish the two causes.

Write $\Delta=e-t$. Levels $A,C,D$ shift by $t$, and $B$ shifts by $t+\Delta$. The common part enters $E_0$; the extra part enters through the coefficients of $B$. The inversion therefore returns

$$E_0+t,\qquad V_\sigma+\frac{\Delta}{6},\qquad V_\pi+\frac{\Delta}{2},\qquad V_\delta-\frac{\Delta}{2}.$$

The $x^2-y^2$ level at $X$ exposes this bias. Its actual shift is $t+\Delta$, while the prediction $C+3(B-A)$ shifts by $t+3\Delta$. Hence

$$\Delta=\tfrac12\left[C+3(B-A)-E_X^{\text{actual}}(x^2-y^2)\right].$$

With $\Delta$ known, the three nearest-neighbour integrals can be corrected. The separate values of $E_0$ and $t$ remain unknown. This correction assumes that hopping beyond second neighbours is negligible.

To size the effect, let a model crystal have the nearest-neighbour parameters found in (d), and assume that hopping falls as the inverse fifth power of distance. The factor is $2^{-5/2}=0.177$, so $W_\sigma=-0.064$, $W_\pi=0.023$ and $W_\delta=0.001$ eV. Then $t=0.095$ eV, $e=-0.188$ eV and $\Delta=-0.283$ eV. The biases are $+0.095$ eV in $E_0$, $-0.047$ eV in $V_\sigma$, $-0.141$ eV in $V_\pi$ and $+0.141$ eV in $V_\delta$. A true $V_\pi$ of 0.131 eV would be returned as about $-0.01$ eV. The prediction for the fifth level would differ from its actual value by $-0.566$ eV. Independent errors of 0.1 eV in all five levels give this difference a standard deviation of $0.1\sqrt{1+9+9+1}=0.45$ eV, so the warning is clear only if the levels are known to much better than 0.1 eV.

These figures include second neighbours only. Under the same distance law the 24 third neighbours are not negligible. Including them changes the biases of $V_\pi$ and $V_\delta$ to $-0.090$ and $+0.072$ eV, and the fifth-level difference to about $-0.20$ eV. Still farther shells matter too: summing all neighbours out to a distance $6a$ gives $-0.097$, $+0.079$ and $-0.28$ eV for these three quantities. The correction by $\Delta$ then leaves an error of about 0.03 eV in $V_\pi$.

### (f) Other orbitals and spin-orbit coupling

**s and p orbitals.** An s orbital couples to the $\sigma$ component of a d orbital. On the bond axis the $\sigma$ function equals one and the other four vanish, so this component is the value of the d polynomial at the unit bond vector. For $xy,yz,zx$ the values cancel between bonds related by reversing a coordinate. For $x^2-y^2$ they vanish in the $xy$ plane and cancel between the other two classes. For $3z^2-r^2$ they are $-1/2$ in the $xy$ plane and $+1/4$ on the other eight bonds. The sums are

$$\Gamma:\ 4\left(-\tfrac12\right)+8\left(\tfrac14\right)=0,\qquad
X:\ 4\left(-\tfrac12\right)-8\left(\tfrac14\right)=-4.$$

Coupling to p orbitals is odd under $\mathbf R\to-\mathbf R$, whereas the phases at $\Gamma$ and $X$ are even, so it cancels for all five d orbitals. The four chosen levels are thus free of nearest-neighbour s and p mixing. The $3z^2-r^2$ level at $X$ is not, and should not be used to fit a d-only model.

As a round estimate, take $(sd\sigma)=-0.5$ eV and an s level $G=10$ eV above the $3z^2-r^2$ level at $X$. The coupling is $M=2.0$ eV, and the lower level of the $2\times2$ problem moves by

$$\frac G2-\sqrt{\frac{G^2}{4}+M^2}=-0.385\ \text{eV},$$

from $-4.03$ to $-4.42$ eV. The shift depends strongly on the assumed integral. Copper's lowest level at $X$ lies near $-5.2$ eV, which this $2\times2$ model reaches only with $(sd\sigma)\approx-0.9$ eV, so the estimate shows the direction of the effect rather than its size in copper.

**Spin-orbit coupling.** Add $\xi\,\mathbf L\cdot\mathbf S$ with $\xi=0.10$ eV. Within $t_{2g}$, $\mathbf L$ acts as minus an angular momentum $l=1$. To first order, four states move by $-\xi/2$ and two by $+\xi$, a splitting of $3\xi/2$. In the $xz/yz$ pair at $X$, $L_z$ has eigenvalues $\pm1$, so the splitting is $\xi$. Full diagonalization gives 0.167 and 0.107 eV; the excess over first order comes from mixing with the other d levels. If the mean of each split multiplet is used as input, $V_\pi$ changes by $+0.012$ eV and $V_\delta$ by $-0.013$ eV, while $E_0$ and $V_\sigma$ change by about 0.001 eV. Using one component of each multiplet instead would introduce level errors of 0.04 to 0.10 eV, roughly half the splitting, and would shift $V_\pi$ and $V_\delta$ by 0.03 to 0.06 eV.

**Comparison with copper.** The input levels and $\xi$ have roughly the size appropriate to copper; the strengths of s-d mixing and second-neighbour hopping are assumptions. The canonical d-band model has $V_\sigma:V_\pi:V_\delta=-6:4:-1$. With the recovered $V_\sigma$ it would give $V_\pi=0.24$ eV and $V_\delta=-0.06$ eV. The recovered $V_\pi$ is lower by 0.11 eV and the recovered $V_\delta$ higher by 0.07 eV. Both deviations have the direction of the second-neighbour bias in (e), and each alone is comparable with the uncertainty caused by level errors of 0.1 eV. Level errors explain both together less easily: the smallest set of level changes (in the least-squares sense) that restores the canonical ratios moves $B$ and $D$ by about 0.18 eV each. Second neighbours alone do not remove the whole deviation either. The quantity $\Delta$ leaves $V_\pi+V_\delta$ and $3V_\sigma+V_\delta$ unchanged, and their ratio is $-0.128$ here against the canonical $-0.158$. Even with $\Delta$ chosen freely, the smallest set of level changes still moves $A$ by about 0.13 eV. Four levels cannot settle the cause. Of the effects sized here, hopping beyond nearest neighbours moves the recovered integrals most. Under the assumed distance law the shift is up to 0.14 eV from second neighbours alone, and up to 0.10 eV when all neighbours out to $6a$ are included. The results are best read as effective parameters, with $V_\sigma$ the most reliable of the three integrals.

## Table of computed values

```
Bond energies: coefficients of (sigma, pi, delta)
  xy     (1, 1, 0): 0.7500 0.0000 0.2500
  xy     (1, 0, 1): 0.0000 0.5000 0.5000
  x2-y2  (1, 1, 0): 0.0000 1.0000 0.0000
  x2-y2  (1, 0, 1): 0.1875 0.2500 0.5625
  3z2-r2 (1, 1, 0): 0.2500 0.0000 0.7500
  3z2-r2 (1, 0, 1): 0.0625 0.7500 0.1875
Determinant of the level equations: 96.0
Input levels (rough, copper-like, from Fermi level)
  A Gamma t2g: -3.60 eV
  B Gamma eg: -2.80 eV
  C X xy: -4.70 eV
  D X xz/yz: -2.00 eV
Recovered value, and error for 0.1 eV error per level
  E0: -3.0750 eV, error 0.061 eV
  dd sigma: -0.3604 eV, error 0.032 eV
  dd pi: 0.1313 eV, error 0.068 eV
  dd delta: 0.0063 eV, error 0.079 eV
Largest misfit of rebuilt levels: 9e-16 eV
Predicted X x2-y2: -2.300 eV
Predicted X 3z2-r2 without s: -4.033 eV
Second-neighbour scale factor: 0.1768
  second-neighbour dd sigma: -0.0637 eV
  second-neighbour dd pi: 0.0232 eV
  second-neighbour dd delta: 0.0011 eV
  shift t of t2g: 0.095 eV, shift e of eg: -0.188 eV
  Delta = e - t: -0.283 eV
  bias of recovered E0: +0.095 eV
  bias of recovered dd sigma: -0.047 eV
  bias of recovered dd pi: -0.141 eV
  bias of recovered dd delta: +0.141 eV
  X x2-y2, predicted minus actual: -0.566 eV
Spin-orbit constant (assumed): 0.10 eV
  splitting of Gamma t2g: 0.167 eV, of X xz/yz: 0.107 eV
  shift of E0 from multiplet means: +0.0011 eV
  shift of dd sigma from multiplet means: +0.0009 eV
  shift of dd pi from multiplet means: +0.0119 eV
  shift of dd delta from multiplet means: -0.0126 eV
Assumed sd sigma: -0.50 eV, s level above 3z2-r2: 10.0 eV
  s-d matrix element at X: 2.00 eV
  X 3z2-r2 with s: -4.418 eV, shift -0.385 eV
```
